# Complete Integer Reaction Bases for Balanced Deposition Half-Cycles

## One exchange, solved by counting

Trimethylaluminium, AlMe₃ with Me = CH₃, meets a hydroxylated surface. Write s for one surface site, so that sOH is a hydroxyl group on its site. Suppose that the only other species are the attached fragment sOAlMe₂ and methane. Let $h,t,a,c$ be the coefficients of sOH, AlMe₃, sOAlMe₂ and CH₄, negative for reactants and positive for products. Conservation of sites, aluminium, carbon and hydrogen requires

$$h+a=0,\qquad t+a=0,\qquad 3t+2a+c=0,\qquad h+9t+6a+4c=0 .$$

Oxygen repeats the site equation, because each site here carries one oxygen. The first two equations give $h=t=-a$. The third gives $c=3a-2a=a$. The hydrogen equation then reads $-a-9a+6a+4a=0$ and adds nothing new. Setting $a=1$ gives

sOH + AlMe₃ → sOAlMe₂ + CH₄.

Counting has found the byproduct coefficient without any assumed mechanism. It does not trace individual atoms: only if the methyl groups stay intact can one add that the fourth hydrogen of methane comes from the hydroxyl.

In general, let $A_{ui}$ be the number of conserved units $u$ in species $i$. The units are the elements and the site label s; if charged species are included, charge needs a row too. A reaction is an integer vector $\nu$, and it is balanced when

$$A\nu=0 .$$

With $N$ species, the solutions have dimension $N-\operatorname{rank}A$, called the nullity. Above it is $4-3=1$. When it exceeds one, a basis must be chosen, and an apparently harmless choice can lose the reaction just found.

## What clearing denominators loses

Add three species: ethane, hydrogen, and the doubly attached fragment (sO)₂AlMe. Denote the coefficients by

- $h$ for sOH and $t$ for AlMe₃;
- $e$ for C₂H₆ and $g$ for H₂;
- $a$ for sOAlMe₂, $b$ for (sO)₂AlMe and $c$ for CH₄.

The site and aluminium balances are $h+a+2b=0$ and $t+a+b=0$, so

$$h=-(a+2b),\qquad t=-(a+b). \tag{1}$$

The carbon balance is $3t+2e+2a+b+c=0$. Inserting $t$ gives $-3a-3b+2e+2a+b+c=0$, hence

$$2e=a+2b-c. \tag{2}$$

The hydrogen balance is $h+9t+6e+2g+6a+3b+4c=0$. From (1), $h+9t=-10a-11b$, and from (2), $6e=3a+6b-3c$. Collecting terms,

$$(-10+3+6)a+(-11+6+3)b+(-3+4)c+2g=0,$$

so $2g=a+2b-c$ and therefore $g=e$. In this list ethane and hydrogen enter in equal amounts.

Three coefficients, $a,b,c$, remain free. The usual rational construction sets one of them to 1 and the others to 0, in turn. By (2), the choices $a=1$ and $c=1$ give half-integer $e$ and $g$. Multiplying each of these two vectors by 2 clears the fractions:

- $(a,b,c)=(2,0,0)$: 2 sOH + 2 AlMe₃ → C₂H₆ + H₂ + 2 sOAlMe₂;
- $(0,1,0)$: 2 sOH + AlMe₃ → C₂H₆ + H₂ + (sO)₂AlMe;
- $(0,0,2)$: C₂H₆ + H₂ → 2 CH₄.

All three are balanced and they are linearly independent. Their integer combinations, however, have even $a$ and even $c$. Equation (2) demands less: since $2b$ is even, $e$ is an integer whenever $a$ and $c$ have the same parity. The cases with both odd are lost. Among them is $(1,0,1)$, which is the methane-forming exchange of the opening case.

The loss can be counted in a finite box. With every coefficient between $-2$ and $2$, an exhaustive search from the conservation law finds 17 balanced reactions, counting a reaction and its reverse once. The cleared basis generates 13. To identify the other four, fix the overall sign by $a=1$. Then $|h|=|1+2b|\le2$ permits $b=0$ or $-1$, and $c$ may be $1$ or $-1$; the remaining coefficients stay within the box. These $2\times2=4$ reactions include the reverse of the second attachment step,

sOH + sOAlMe₂ → (sO)₂AlMe + CH₄.

Both successive methane eliminations are thus missing from the integer list.

The defect depends on species order. The order used above is $h,t,e,g,a,b,c$. If methane alone is moved, to a place before ethane and hydrogen, the free coefficients become $g,a,b$. Then $e=g$ and, from (2), $c=a+2b-2g$. No division occurs, and clearing denominators loses nothing. A safe algorithm should not depend on this accident of ordering.

## Repair by reversible integer operations

The fault came from dividing and then rescaling vectors separately. The cure is to use operations that can be undone within the integers: exchanging columns, changing the sign of a column, and adding an integer multiple of one column to another. Each is multiplication from the right by an integer matrix of determinant $\pm1$, whose inverse is also an integer matrix. Such matrices are called unimodular.

The present example reduces to one equation. Relations (1) and $g=e$ give integers whenever $e,a,b,c$ are integers, so only (2) restricts them:

$$\begin{pmatrix}2&-1&-2&1\end{pmatrix}
\begin{pmatrix}e\\a\\b\\c\end{pmatrix}=0 .$$

Use the last entry, 1, as pivot. Subtract twice the fourth column from the first, add it once to the second, and add it twice to the third. The row becomes $(0,0,0,1)$. The same operations applied to the identity matrix give

$$U=\begin{pmatrix}1&0&0&0\\0&1&0&0\\0&0&1&0\\-2&1&2&1\end{pmatrix}.$$

The first three columns belong to zero entries of the reduced row. They are the basis vectors. Restoring $h,t,g$ from (1) and $g=e$ gives

- $w_1$: 2 CH₄ → C₂H₆ + H₂;
- $w_2$: sOH + AlMe₃ → sOAlMe₂ + CH₄;
- $w_3$: 2 sOH + AlMe₃ → (sO)₂AlMe + 2 CH₄.

For a general matrix the procedure is as follows.

1. Place an identity matrix below $A$, and apply every column operation to both.
2. In the current row, look at the columns not yet frozen. Move the one with the smallest nonzero absolute entry to the front of them.
3. Subtract integer multiples of it from the other unfrozen columns, leaving remainders smaller in magnitude than the pivot.
4. Repeat steps 2 and 3 until one nonzero entry remains among the unfrozen columns. Freeze that column and go to the next row. If there was no nonzero entry, go on without freezing.

Within a row, the absolute values of successive pivots are strictly decreasing positive integers, so the work on each row ends. Later operations do not spoil earlier rows, because the unfrozen columns are already zero there. The result is

$$AU=\begin{pmatrix}H&0\end{pmatrix},\qquad U=\begin{pmatrix}U_1&U_2\end{pmatrix}. \tag{3}$$

The columns of $H$ are independent. In the row where the first was frozen, all later columns vanish, so a vanishing combination must have first coefficient zero. The same argument then applies to the second column, and so on.

Equation (3) gives $AU_2=0$, so the columns of $U_2$ are balanced reactions. To show that none is missing, take any integer $x$ with $Ax=0$ and define $y=U^{-1}x$. This $y$ is an integer vector because $U^{-1}$ is an integer matrix. Split it into $y_1,y_2$ to match (3). Then

$$0=Ax=AUy=Hy_1 .$$

Independence of the columns of $H$ forces $y_1=0$, and hence

$$x=Uy=U_2y_2. \tag{4}$$

Every balanced integer reaction is an integer combination of the basis. In the search described above, all 17 reactions were indeed generated.

The basis may be changed by further unimodular operations, for example to shorten its vectors. The numerical output lists such a shortened basis. In terms of the hand-derived vectors it is $w_1+w_3$, $2w_2-w_3$ and $w_2$. The coefficient matrix has determinant

$$\det\begin{pmatrix}1&0&1\\0&2&-1\\0&1&0\end{pmatrix}=1,$$

so both bases generate the same reactions. Membership of a basis has no mechanistic meaning in itself. For large matrices the intermediate integers can grow, and integers of fixed width may then overflow; arbitrary-precision arithmetic avoids that failure.

## A test for a damaged basis

Let the rows of $B$ be a complete integer basis of dimension $d$, and let another set of $d$ independent balanced reactions be $C=TB$, with $T$ an integer matrix. The cell spanned by the rows of $T$ has volume $|\det T|$ in units of the complete lattice's cell. This ratio is the index of the smaller lattice; index 1 means that nothing was lost.

The index can be found without knowing $T$. Choose any $d$ columns. The corresponding determinants, called maximal minors, obey

$$\det C_J=\det T\,\det B_J ,$$

where $J$ labels the chosen columns. The minors of $B$ have greatest common divisor 1: expanding $\det U=\pm1$ along the columns of $U_2$ writes $\pm1$ as an integer combination of them, so any common divisor divides 1. Therefore

$$\text{index}=|\det T|=\gcd_J\left(\det C_J\right). \tag{5}$$

For the cleared basis above, the three vectors are $w_1+2w_2$, $w_1+w_3$ and $-w_1$, so

$$\det T=\det\begin{pmatrix}1&2&0\\1&0&1\\-1&0&0\end{pmatrix}=-2 .$$

The index is 2, in agreement with the parity argument and with the minors evaluated directly.

## What balance can and cannot prevent

Equations (1) and (2) also tie the consumption of hydroxyls to the gas products. Since $a+2b=2e+c$,

$$-h=2e+c. \tag{6}$$

The net number of hydroxyls consumed equals the methane formed plus twice the number of ethane–hydrogen pairs. If methane is the only gas byproduct, $e=0$ and $-h=c$; the nullity is then 2, corresponding to the two attachment steps. If all three gas byproducts are omitted from the list, $e=c=0$ and hence $h=0$. The surviving reaction is

AlMe₃ + (sO)₂AlMe → 2 sOAlMe₂.

This redistributes ligands but consumes no hydroxyl. The null space cannot invent an absent byproduct. It can show that the proposed list leaves no balanced way to consume hydroxyls.

For a particular proposal, the residual

$$r=A\nu \tag{7}$$

is products minus reactants. Consider this water half-cycle:

sOAlMe₂ + H₂O → sOAl(OH)₂ + 2 CH₄.

There are 3 oxygen atoms on the right and 2 on the left. There are $2+8=10$ hydrogen atoms on the right and $6+2=8$ on the left. Sites, aluminium and carbon balance. Thus $r_{\rm O}=1$ and $r_{\rm H}=2$, which is the composition of one water molecule. A change $k$ in the coefficient of species $j$ repairs the equation if

$$kA_j=-r, \tag{8}$$

where $A_j$ is the column of that species. Water satisfies this with $k=-1$, which adds a reactant:

sOAlMe₂ + 2 H₂O → sOAl(OH)₂ + 2 CH₄.

Among the water half-cycle species sOAlMe₂, sOAlMe(OH), sOAl(OH)₂, H₂O and CH₄, this is the one repair that changes a single coefficient. It is not the only possible repair. Replacing sOAl(OH)₂ by sOAlMe(OH) and removing one CH₄ also balances the proposal, giving a single ligand exchange. The residual shows which units fail to balance, but the intended chemistry decides the correction.

Surface sites need their own row. With both half-cycles' species in one list, ten in all, the nullity is 5 with the site row and 6 without it. The additional freedom admits, for example,

sOH + H₂ + (sO)₂AlMe → H₂O + sOAlMe(OH).

Oxygen is 3 on each side, hydrogen is 6, and aluminium and carbon are each 1. Yet the left side occupies three sites and the right side one. The element balance is blind to this because the substrate atoms belonging to s are not itemized. If site creation or removal is physically intended, as it may be in etching, the bare site and the removed substrate must appear as explicit species; deleting the row is not a substitute. Deposition has the same limit: the hydroxyls of sOAl(OH)₂ are the reactive groups of the next cycle, but this list does not count them as sOH, so it describes one layer and not a closed cycle.

Even with the right rows, conservation permits more than ligand exchange. The reaction 2 CH₄ → C₂H₆ + H₂ is balanced but forms a carbon–carbon bond. It can be excluded by removing ethane and hydrogen from the list when that restriction is justified. Balance also says nothing about whether two surface sites are close enough to form (sO)₂AlMe, or whether a barrier can be crossed.

## Energies on the reaction lattice

Assign each species a fixed energy $E_i$. The reaction energy is

$$\Delta E(\nu)=\sum_i\nu_iE_i. \tag{9}$$

It is linear in $\nu$, so the energies of the basis reactions determine all the others. On a real surface this requires each fragment to have the same energy wherever it occurs. When neighbouring fragments interact appreciably, different environments must be treated as different species or the interaction must be included explicitly.

Now change the energy zero of each unit by $\mu_u$, so that $E_i'=E_i-\sum_u\mu_uA_{ui}$. Substitution in (9) gives

$$\Delta E'=\sum_i\nu_iE_i-\sum_u\mu_u\sum_iA_{ui}\nu_i
=\Delta E-\sum_u\mu_ur_u. \tag{10}$$

If $r=0$, the change vanishes for every choice of zeros. Conversely, if some $r_u\ne0$, changing that $\mu_u$ alone changes the result. Independence of all energy zeros is therefore equivalent to balance. Agreement for one convenient choice is not.

A small molecular model makes this visible. It replaces the surface hydroxyl by water and the aluminium precursor by AlH₂CH₃. Geometries are optimized with Hartree–Fock in the 3-21G basis. Energies then come from second-order Møller–Plesset theory with frozen cores in the def2-SVP basis. In hartree, they are

| Species | Energy |
|---|---:|
| H₂O | −76.161503 |
| AlH₂CH₃ | −282.793863 |
| AlH₂OH | −318.684294 |
| CH₄ | −40.330118 |
| C₂H₆ | −79.476169 |
| H₂ | −1.155051 |

For the exchange H₂O + AlH₂CH₃ → AlH₂OH + CH₄, the products sum to $-359.014412$ and the reactants to $-358.955366$ hartree. Hence

$$\Delta E_{\rm ex}=-0.059046\ \text{hartree}=-155.0\ \text{kJ/mol}.$$

The competing balanced equation is

2 H₂O + 2 AlH₂CH₃ → C₂H₆ + H₂ + 2 AlH₂OH,

with $\Delta E_{\rm cp}=-233.9$ kJ/mol, or $-116.9$ kJ/mol per aluminium atom. The exchange is lower by about 38 kJ/mol per aluminium. This is half the 76.2 kJ/mol required for 2 CH₄ → C₂H₆ + H₂, as linearity demands.

Species order matters here too. In the order of the table, clearing denominators keeps the exchange. In the order H₂O, AlH₂CH₃, C₂H₆, H₂, AlH₂OH, CH₄, it leaves out the exchange as an integer event. Its energy can still be recovered with weights of one half:

$$\Delta E_{\rm ex}=\tfrac12(-233.9)+\tfrac12(-76.2)
\approx-155\ \text{kJ/mol}.$$

The second term has a minus sign because ethane and hydrogen are converted back to methane. A rational basis is therefore sufficient for reaction energies, while a list of molecular events needs the complete integer lattice.

Next omit H₂ from the products of the competing equation. The residual is $r_{\rm H}=-2$, and (10) becomes $\Delta E'=\Delta E+2\mu_{\rm H}$. Three choices of hydrogen zero give:

| Hydrogen zero | Balanced, kJ/mol | H₂ omitted, kJ/mol |
|---|---:|---:|
| Total energies, $\mu_{\rm H}=0$ | −233.9 | 2798.7 |
| Free H atom | −233.9 | 177.0 |
| Half of H₂ | −233.9 | −233.9 |

With total energies the omission is conspicuous. With the free-atom zero it changes the sign of the reaction energy, but the value no longer looks absurd. With half of H₂ as zero, the missing molecule has energy zero and its absence leaves no trace. The last entry is numerically right for the balanced reaction, although the written equation is wrong. It would still give the wrong hydrogen yield, and the pressure dependence of its free energy would lack the hydrogen term. The atom balance must therefore be checked separately from the energy.

These energies omit the solid, neighbouring sites, two of the precursor's methyl groups, zero-point motion, thermal terms, entropy and barriers. The geometries matter at the level of several kJ/mol. Hartree–Fock in the 3-21G basis opens the Al–O–H angle to about 156°. With typical bond lengths and angles for all six molecules (Al–O 1.70 Å, Al–O–H 123°), the same energy method gives −160, −245 and 75 kJ/mol in place of −155.0, −233.9 and 76.2, and 166 in place of 177.0. At those geometries the larger def2-TZVP basis gives −161, −249, 73 and 172 kJ/mol. The signs do not change. The largest final gradient component was $2.4\times10^{-4}$ hartree/bohr; vibrational frequencies were not calculated, so the structures are shown to be nearly stationary, not shown to be minima. The printed decimals are not converged with respect to geometry: a tighter optimization of AlH₂OH alone raises its energy by about 0.4 kJ/mol. They are kept so that the sums can be followed. The values illustrate the bookkeeping and do not predict the energetics of an alumina surface. The lattice result (4) does not depend on these approximations: it follows from the composition matrix alone.

## Computed values

```
METAL HALF-CYCLE (s = surface site, Me = CH3)
species order: sOH, AlMe3, C2H6, H2, sOAlMe2, (sO)2AlMe, CH4
species 7, rank 4, nullity 3
integer basis: 2 sOH + AlMe3 -> C2H6 + H2 + (sO)2AlMe
integer basis: AlMe3 + (sO)2AlMe -> 2 sOAlMe2
integer basis: sOH + AlMe3 -> sOAlMe2 + CH4
cleared basis: 2 sOH + 2 AlMe3 -> C2H6 + H2 + 2 sOAlMe2
cleared basis: 2 sOH + AlMe3 -> C2H6 + H2 + (sO)2AlMe
cleared basis: C2H6 + H2 -> 2 CH4
cleared-basis lattice index: 2
reaction lost by cleared basis: sOH + AlMe3 -> sOAlMe2 + CH4
balanced reactions, |coefficient| <= 2, up to sign: 17
of these generated by cleared basis: 13
cleared-basis index with CH4 before C2H6 and H2: 1
without gas byproducts: AlMe3 + (sO)2AlMe -> 2 sOAlMe2
nullity with CH4 as only gas byproduct: 2
WATER HALF-CYCLE
nullity: 2
integer basis: sOAlMe2 + sOAl(OH)2 -> 2 sOAlMe(OH)
integer basis: sOAlMe2 + H2O -> sOAlMe(OH) + CH4
faulty proposal: sOAlMe2 + H2O -> sOAl(OH)2 + 2 CH4
residual (s,O,Al,C,H), products minus reactants: [0, 1, 0, 0, 2]
repair species and coefficient change: H2O -1
repaired: sOAlMe2 + 2 H2O -> sOAl(OH)2 + 2 CH4
FULL CYCLE
nullity with site row 5, without 6
site-losing example: sOH + H2 + (sO)2AlMe -> H2O + sOAlMe(OH)
its change in site number: -2
MOLECULAR MODEL: MP2/def2-SVP // HF/3-21G
E(H2O) = -76.161503 hartree
E(AlH2CH3) = -282.793863 hartree
E(C2H6) = -79.476169 hartree
E(H2) = -1.155051 hartree
E(AlH2OH) = -318.684294 hartree
E(CH4) = -40.330118 hartree
largest final gradient = 2.4e-04 hartree/bohr
exchange: H2O + AlH2CH3 -> AlH2OH + CH4; dE = -155.0 kJ/mol
coupling: 2 H2O + 2 AlH2CH3 -> C2H6 + H2 + 2 AlH2OH; dE = -233.9 kJ/mol
methane coupling: 2 CH4 -> C2H6 + H2; dE = 76.2 kJ/mol
coupling dE per Al = -116.9 kJ/mol
rational weights for exchange: [0.5, 0.5]
H2 omitted: 2 H2O + 2 AlH2CH3 -> C2H6 + 2 AlH2OH
residual (O,Al,C,H): [0, 0, 0, -2]
repair species and coefficient change: H2 1
H zero total energies (0.000000 hartree): balanced -233.9, H2 omitted 2798.7 kJ/mol
H zero free H atom (-0.499278 hartree): balanced -233.9, H2 omitted 177.0 kJ/mol
H zero half of H2 (-0.577525 hartree): balanced -233.9, H2 omitted -233.9 kJ/mol
```
